# Rotatory Strengths: Mixed Response, Sum Rule and Origin Independence, part 2

The problem is how the rotatory strengths $R_n=\operatorname{Im}(\boldsymbol\mu_{0n}\cdot\mathbf m_{n0})$ of a molecule, computed in a finite basis, depend on the magnetic origin $\mathbf O$. SI units are used. Electrons have charge $-e$ and mass $m_e$, the nuclei are fixed, and $\mathbf p=-i\hbar\nabla$. The uniform field $\mathbf B(t)$ has the vector potential $\mathbf A=\tfrac12\mathbf B\times(\mathbf r-\mathbf O)$.

A closed-shell Kohn–Sham ground state has real occupied orbitals $i,j$ and virtual orbitals $a,b$, with energies $\varepsilon$ and $\Delta_{ai}=\varepsilon_a-\varepsilon_i>0$. Its potential $v$ is a multiplication operator. The magnetic perturbation is $i\mathbf Q_{ai}\cdot\mathbf B$, with

$$\mathbf r_{ai}=\langle a|\mathbf r|i\rangle,\qquad \mathbf g_{ai}=\langle a|\nabla|i\rangle,\qquad \mathbf Q_{ai}=-\frac{e\hbar}{2m_e}\langle a|(\mathbf r-\mathbf O)\times\nabla|i\rangle . \tag{8}$$

The first-order orbital coefficients $u_{ai}=X_{ai}+iY_{ai}$ obey

$$\delta\rho=4\sum_{ai}\phi_a\phi_i X_{ai}, \tag{9}$$

$$-\hbar\dot Y=MX,\quad M=\Delta+4K;\qquad \hbar\dot X=\Delta Y+\mathbf Q\cdot\mathbf B , \tag{12}$$

$$\hbar^2\ddot X=\Delta\,\hbar\dot Y+\hbar\mathbf Q\cdot\dot{\mathbf B}=-\Delta MX+\hbar\mathbf Q\cdot\dot{\mathbf B}. \tag{13}$$

Here $\Delta$ is a diagonal matrix and $K$ the real symmetric matrix of the Coulomb and exchange-correlation kernel. The orthonormal eigenvectors $Z_n$ satisfy

$$\Delta^{1/2}M\Delta^{1/2}Z_n=(\hbar\omega_n)^2Z_n \tag{15}$$

and define

$$\tilde{\mathbf r}_n=\sum_{ai}\mathbf r_{ai}\Delta_{ai}^{1/2}Z_{ai,n},\quad \tilde{\mathbf g}_n=\sum_{ai}\mathbf g_{ai}\Delta_{ai}^{-1/2}Z_{ai,n},\quad \tilde{\mathbf q}_n=\sum_{ai}\mathbf Q_{ai}\Delta_{ai}^{-1/2}Z_{ai,n}. \tag{16}$$

The spectral formula for the induced dipole at frequency $\omega$ and the length form are

$$\delta\mu_\alpha=-\frac{4e}{\hbar}\sum_n\frac{\tilde r_{n\alpha}\,\tilde q_{n\beta}}{\omega_n^2-\omega^2}\,\dot B_\beta , \tag{17}$$

$$R_n=2e\,\tilde{\mathbf r}_n\cdot\tilde{\mathbf q}_n . \tag{18}$$

With $P$ the projector on the span of the basis, the length-form sum is

$$\sum_nR_n=2e\sum_{ai}\mathbf r_{ai}\cdot\mathbf Q_{ai}, \tag{22}$$

$$\sum_nR_n=-\frac{e^2\hbar}{m_e}\sum_i\sum_k\left\langle r_k\phi_i\right|P\left|\left[(\mathbf r-\mathbf O)\times\nabla\phi_i\right]_k\right\rangle . \tag{23}$$

It vanishes in a complete basis, and already when every $r_k\phi_i$ lies in the span. For exact states, the shift of the origin from $\mathbf O$ to $\mathbf O+\mathbf d$ leaves the trace of the mixed response unchanged. A finite basis need not respect this.

### The length form in a finite basis

From (8), the shift replaces $\mathbf Q$ by $\mathbf Q+(e\hbar/2m_e)\,\mathbf d\times\mathbf g$. Inserting this in (18) gives

$$\delta R_n=\frac{e^2\hbar}{m_e}\,\tilde{\mathbf r}_n\cdot(\mathbf d\times\tilde{\mathbf g}_n)=\frac{e^2\hbar}{m_e}\,\mathbf d\cdot(\tilde{\mathbf g}_n\times\tilde{\mathbf r}_n). \tag{25}$$

The change is linear in the displacement and vanishes for all $\mathbf d$ if and only if $\tilde{\mathbf g}_n$ and $\tilde{\mathbf r}_n$ are parallel (or one of them is zero).

Their relation follows from the Kohn–Sham operator $h=-\hbar^2\nabla^2/2m_e+v$. Since $v$ commutes with $\mathbf r$ and $\nabla^2(\mathbf r\phi)=\mathbf r\nabla^2\phi+2\nabla\phi$,

$$[\mathbf r,h]=\frac{\hbar^2}{m_e}\nabla . \tag{26}$$

In a finite basis an orbital satisfies its equation only within the span. What remains outside is the residual $\eta_p=(h-\varepsilon_p)\phi_p$, which is orthogonal to all basis functions. Evaluate (26) between $a$ and $i$, letting $h$ act on the orbital next to it:

$$\frac{\hbar^2}{m_e}\mathbf g_{ai}=-\Delta_{ai}\mathbf r_{ai}+\mathbf s_{ai},\qquad \mathbf s_{ai}=\langle a|\mathbf r|\eta_i\rangle-\langle\eta_a|\mathbf r|i\rangle . \tag{27}$$

Multiplying by $\Delta^{-1/2}Z_n$ and summing gives $\tilde{\mathbf g}_n=(m_e/\hbar^2)(-\tilde{\mathbf r}_n+\tilde{\mathbf s}_n)$, where $\tilde{\mathbf s}_n$ has the weight $\Delta^{-1/2}$. The first part is parallel to $\tilde{\mathbf r}_n$, so (25) becomes

$$\delta R_n=\frac{e^2}{\hbar}\,\mathbf d\cdot(\tilde{\mathbf s}_n\times\tilde{\mathbf r}_n). \tag{28}$$

In a complete basis the residuals vanish and the length form is invariant. In a finite basis the dependence is driven by the residuals. It grows in proportion to the distance of the origin, without bound. If the potential were nonlocal, $[\mathbf r,v]$ would add a term to (26) and this derivation would no longer apply. That alone does not show that invariance is lost: nonlocal exchange also adds a kernel term to $\Delta Y$ in (12), and that case is not treated here.

Symmetry can remove the dependence. Let the molecule have a twofold axis along $z$. For a nondegenerate state that is even under this rotation, both transition vectors lie along $z$ and their cross product is zero. For an odd state both lie in the $xy$ plane and the cross product lies along $z$, so only a shift along the axis matters. With three perpendicular twofold axes, $x$, $y$ and $z$ have different symmetries. Each such state then has both vectors along one axis, and the length form is invariant in any basis that respects the symmetry.

### The velocity form

In a complete basis $\tilde{\mathbf r}_n=-(\hbar^2/m_e)\tilde{\mathbf g}_n$. Using this relation as a definition in every basis gives the velocity form

$$R_n^{v}=-\frac{2e\hbar^2}{m_e}\,\tilde{\mathbf g}_n\cdot\tilde{\mathbf q}_n . \tag{29}$$

A shift of the origin adds a multiple of $\tilde{\mathbf g}_n\cdot(\mathbf d\times\tilde{\mathbf g}_n)=0$. The same derivative matrix appears in both factors, so the cancellation is algebraic and holds in any basis. It says nothing about accuracy: the neglected $\tilde{\mathbf s}_n$ is now an error in the electric moment. Closure gives $\sum_nR^v_n=-(2e\hbar^2/m_e)\sum_{ai}\mathbf g_{ai}\cdot\mathbf Q_{ai}/\Delta_{ai}$, which equals (22) when $\mathbf s_{ai}=0$ and therefore vanishes in a complete basis.

### London orbitals

The other remedy gives each basis function the phase that suits its own centre $\mathbf R_\nu$:

$$\chi_\nu^B=e^{-(ie/\hbar)\mathbf A_\nu\cdot\mathbf r}\chi_\nu,\qquad \mathbf A_\nu=\tfrac12\mathbf B\times(\mathbf R_\nu-\mathbf O). \tag{30}$$

Moving $\mathbf p$ through the phase produces $-e\mathbf A_\nu$. The operator $\mathbf p+e\mathbf A$ then acts on $\chi_\nu$ as $\mathbf p+\tfrac12e\mathbf B\times(\mathbf r-\mathbf R_\nu)$, without $\mathbf O$. The phases of bra and ket combine to $\exp[(ie/2\hbar)\mathbf B\cdot(\mathbf R_{\mu\nu}\times\mathbf r)]$, with $\mathbf R_{\mu\nu}=\mathbf R_\mu-\mathbf R_\nu$. The field derivatives of the Hamiltonian and overlap matrices at $\mathbf B=0$ are

$$\begin{aligned}\mathbf H^B_{\mu\nu}&=\frac{ie}{2\hbar}\langle\mu|(\mathbf R_{\mu\nu}\times\mathbf r)h|\nu\rangle+\frac{e}{2m_e}\langle\mu|(\mathbf r-\mathbf R_\nu)\times\mathbf p|\nu\rangle,\\ \mathbf S^B_{\mu\nu}&=\frac{ie}{2\hbar}\langle\mu|\mathbf R_{\mu\nu}\times\mathbf r|\nu\rangle .\end{aligned} \tag{31}$$

Both are imaginary and free of $\mathbf O$. In an oscillating field the basis itself moves. Writing $\psi_i=\sum_\nu\chi_\nu^BC_{\nu i}$ and projecting the orbital equation on $\chi_\mu^B$ gives

$$i\hbar\sum_\nu S_{\mu\nu}\dot C_{\nu i}=\sum_\nu\left(H_{\mu\nu}-i\hbar\langle\chi^B_\mu|\partial_t\chi^B_\nu\rangle\right)C_{\nu i}. \tag{32}$$

To first order the additional term is $-e\langle\mu|\dot{\mathbf A}_\nu\cdot\mathbf r|\nu\rangle=-\tfrac e2\dot{\mathbf B}\cdot\mathbf T_{\mu\nu}$, with $\mathbf T_{\mu\nu}=\langle\mu|(\mathbf R_\nu-\mathbf O)\times\mathbf r|\nu\rangle$.

Expand $C_i=e^{-i\varepsilon_it/\hbar}\left(c_i+\sum_pc_pu_{pi}\right)$, where $c_p$ are the unperturbed coefficients, and project on $c_a$. The time derivative of the exponential multiplies $\mathbf S^B$ by $\varepsilon_i$, so

$$i\hbar\dot u_{ai}=\Delta_{ai}u_{ai}+(\mathbf H^B-\varepsilon_i\mathbf S^B)_{ai}\cdot\mathbf B-\tfrac e2\mathbf T_{ai}\cdot\dot{\mathbf B}+4(KX)_{ai}. \tag{33}$$

The density is still given by (9). The explicit phases change an orbital by an imaginary amount, which has no first-order density. The occupied-occupied coefficients obey $u_{ji}+u_{ij}^*=-\mathbf S^B_{ji}\cdot\mathbf B$, because the projected equation conserves the overlaps of the orbitals. The right side is imaginary, so the real parts are antisymmetric and cancel against the symmetric product $\phi_j\phi_i$.

Set $(\mathbf H^B-\varepsilon_i\mathbf S^B)_{ai}=i\mathbf Q^{s}_{ai}$. The real and imaginary parts of (33) are

$$-\hbar\dot Y=MX-\tfrac e2\mathbf T\cdot\dot{\mathbf B},\qquad \hbar\dot X=\Delta Y+\mathbf Q^s\cdot\mathbf B. \tag{34}$$

Differentiating the second and inserting the first, as in (13), gives $\hbar^2\ddot X+\Delta MX=\hbar\mathbf Q^{\rm Lon}\cdot\dot{\mathbf B}$ with

$$\mathbf Q^{\rm Lon}_{ai}=-i(\mathbf H^B-\varepsilon_i\mathbf S^B)_{ai}+\frac{e}{2\hbar}\Delta_{ai}\mathbf T_{ai}. \tag{35}$$

The London rotatory strength is (18) with this matrix in place of $\mathbf Q$. The origin enters through $\mathbf T$ alone, as $-(e/2\hbar)\Delta_{ai}\,\mathbf O\times\mathbf r_{ai}$. The weight $\Delta^{-1/2}$ in $\tilde{\mathbf q}_n$ turns this into $-(e/2\hbar)\,\mathbf O\times\tilde{\mathbf r}_n$. Its product with $\tilde{\mathbf r}_n$ is zero, so each London $R_n$ is independent of $\mathbf O$ in any basis.

It remains to show that (35) has the right limit. In (35) the terms with $\mathbf R_\mu$ combine to $\mathbf R_\mu\times\langle\mu|\mathbf r(h-\varepsilon_i)|i\rangle$. In the terms with $\mathbf R_\nu$, use $\varepsilon_i+\Delta_{ai}=\varepsilon_a$ and, from (26), $\mathbf rh=h\mathbf r+(\hbar^2/m_e)\nabla$. The resulting $\mathbf R_\nu\times\nabla$ cancels the one from $(\mathbf r-\mathbf R_\nu)\times\mathbf p$. The remaining terms in $\mathbf O$ combine through (27), and

$$\begin{aligned}\mathbf Q^{\rm Lon}_{ai}=\mathbf Q_{ai}+\frac{e}{2\hbar}\Big[&\sum_\mu c_{\mu a}(\mathbf R_\mu-\mathbf O)\times\langle\mu|\mathbf r|\eta_i\rangle\\&-\sum_\nu c_{\nu i}(\mathbf R_\nu-\mathbf O)\times\langle\eta_a|\mathbf r|\nu\rangle\Big].\end{aligned} \tag{36}$$

The correction consists of residuals and vanishes in a complete basis, where the London sum is therefore zero too. Without the moving-basis term, $\mathbf Q^{\rm Lon}$ would lack $(e/2\hbar)\Delta\mathbf T$. The result would still be free of $\mathbf O$, but it would in general have the wrong limit. It would also depend in general on the zero of the coordinates, which enters (31) through $\mathbf R_{\mu\nu}\times\mathbf r$: replacing $\mathbf r$ by $\mathbf r+\mathbf t$ there changes $\mathbf Q^s_{ai}$ by $-(e/2\hbar)\Delta_{ai}\sum_\nu c_{\nu i}\langle a|\nu\rangle\,\mathbf R_\nu\times\mathbf t$, and it is the matching change of $(e/2\hbar)\Delta\mathbf T$ that cancels this. If all functions share one centre $\mathbf R_0$, choosing $\mathbf O=\mathbf R_0$ makes the correction zero. London orbitals then reproduce the length form with its origin at that centre.

### Hydrogen peroxide

Take H$_2$O$_2$ with chosen bond lengths O–O 1.45 Å and O–H 0.97 Å, an O–O–H angle of 100° and an H–O–O–H dihedral angle of −112° in the IUPAC sign convention (the $M$ enantiomer). The mirror image, with +112°, has every rotatory strength reversed in sign. The level is the local density approximation with Slater exchange and VWN correlation, with density-fitted Coulomb terms. The twofold axis is $z$, the first origin is the O–O midpoint, and the second lies 10 Å along the axis on the side of the hydrogen atoms. A shift to the opposite side reverses every change of the length form given below. Rotatory strengths are in $10^{-54}$ C m J/T. In aug-cc-pVDZ (64 functions, 495 excitations) the first origin gives:

| State | Energy (eV) | Length | Velocity | London |
|---|---|---|---|---|
| 1 | 5.475 | 4.312 | 4.623 | 4.315 |
| 2 | 5.787 | 4.062 | 4.185 | 4.103 |
| 3 | 6.551 | −5.384 | −5.660 | −5.372 |
| 4 | 6.814 | −7.536 | −7.625 | −7.536 |

At the second origin the velocity and London values are unchanged. The length values of states 2 and 3 become 3.844 and −4.497. The changes are $-0.22$ and $0.89$, or 5% and 16% of the magnitudes at the first origin. States 1 and 4 do not change, as (25) requires of states even under the rotation. States 2 and 3 must be odd, because an even state cannot drift.

In 6-31G (22 functions) the length value of state 3 goes from 2.491 to −6.808. The slope is $-9.299/10=-0.930$ per Å, so by linearity the sign changes when the origin has moved $2.491/0.930=2.7$ Å towards the hydrogen side. The sign of this length-form result has no meaning without a stated origin.

Invariance does not ensure accuracy. For the same 6-31G state the velocity form gives 6.031 and London orbitals give −0.106, both independent of the origin. The 6-31G numbers carry an error from the density fitting. With the larger aug-cc-pVTZ-JKFIT fitting basis the length, velocity and London values of this state are 2.65, 6.18 and 0.00, so the sign of the London value is not determined. The zero of the length form then lies at 2.8 Å, and the 6-31G sums given below change by up to 0.014. The aug-cc-pVDZ rotatory strengths in the table change by no more than 0.002. Over the eight lowest states, the sum of the absolute differences between London and velocity values, relative to the summed magnitude of the velocity values, falls from 0.59 in 6-31G to 0.08 in aug-cc-pVDZ. The mean sine of the angle between $\tilde{\mathbf r}_n$ and $\tilde{\mathbf g}_n$, weighted by the product of their lengths, falls from 0.065 to 0.029.

The length-form sum over all states is −0.818 in 6-31G. Adding the functions $r_k\phi_i$ to the span on which $P$ projects in (23), with the occupied orbitals kept fixed, reduces its magnitude to $3\times10^{-11}$, which is zero within rounding. (Reoptimized orbitals would differ, and their products with $r_k$ would in general not lie in the enlarged span.) In aug-cc-pVDZ the length, velocity and London sums are 0.178, 1.057 and −0.949, small beside the summed length-form magnitudes of 1044. The velocity and London sums are larger in magnitude than their 6-31G values of −0.167 and −0.587. The theorem fixes the complete-basis limit and does not promise a steady approach to it.

For state 1, the London value converts with $1\ \text{C m J/T}=2.998\times10^{14}$ esu$^2$ cm$^2$ to $12.9\times10^{-40}$ esu$^2$ cm$^2$. State 4 lies above the negative energy of the highest occupied orbital, 6.595 eV, where the independent-electron continuum of this model begins. Lying above this threshold does not by itself make it a discretized continuum state, since an excitation from a deeper orbital into a bound virtual orbital can also lie there. Here the state is, with weight 0.99, the excitation from the second-highest occupied orbital into the second virtual orbital, which is bound (−0.84 eV). None of the tabulated values is converged with the basis. In aug-cc-pVTZ the length values of the four states are 4.16, 3.83, −5.14 and −7.26, smaller in magnitude by 4 to 6%, and the velocity values fall in magnitude by 5 to 8%. A second set of diffuse functions on aug-cc-pVDZ lowers the length value of state 2 by 10%, to 3.66, and brings another state below state 4. The converted value for state 1 is therefore also uncertain by several percent. The numerical check also compares the London derivatives (31) with matrices built from explicit phases in a small field, and the spectral formula with a direct solution of (12) and (34).

## Calculated quantities

```
O-O and O-H lengths: 1.45, 0.97 angstrom
O-O-H and dihedral angles: 100, 112 degree
origin shift along twofold axis: 10.0 angstrom
1 atomic unit of R: 1.57257e-52 C m J/T
All R below in 1e-54 C m J/T
6-31G: 22 functions, 117 excitations
  minus HOMO energy: 5.874 eV
  state 1: energy 5.574 eV
   R len,vel,Lon first origin: 0.6811, 4.0025, 0.6039
   R len,vel,Lon moved origin: 0.6811, 4.0025, 0.6039
  state 2: energy 6.738 eV
   R len,vel,Lon first origin: -5.7711, -11.5196, -5.4928
   R len,vel,Lon moved origin: -3.3136, -11.5196, -5.4928
  state 3: energy 7.016 eV
   R len,vel,Lon first origin: 2.4910, 6.0310, -0.1063
   R len,vel,Lon moved origin: -6.8081, 6.0310, -0.1063
  state 4: energy 8.093 eV
   R len,vel,Lon first origin: 3.3577, 1.4061, 3.3954
   R len,vel,Lon moved origin: 3.3577, 1.4061, 3.3954
  sum of R len,vel,Lon, first origin: -0.8182, -0.1674, -0.5872
  sum of |R|, length: 511.529
aug-cc-pVDZ: 64 functions, 495 excitations
  minus HOMO energy: 6.595 eV
  state 1: energy 5.475 eV
   R len,vel,Lon first origin: 4.3119, 4.6229, 4.3151
   R len,vel,Lon moved origin: 4.3119, 4.6229, 4.3151
  state 2: energy 5.787 eV
   R len,vel,Lon first origin: 4.0623, 4.1845, 4.1033
   R len,vel,Lon moved origin: 3.8437, 4.1845, 4.1033
  state 3: energy 6.551 eV
   R len,vel,Lon first origin: -5.3836, -5.6603, -5.3720
   R len,vel,Lon moved origin: -4.4974, -5.6603, -5.3720
  state 4: energy 6.814 eV
   R len,vel,Lon first origin: -7.5361, -7.6248, -7.5358
   R len,vel,Lon moved origin: -7.5361, -7.6248, -7.5358
  sum of R len,vel,Lon, first origin: 0.1780, 1.0569, -0.9489
  sum of |R|, length: 1044.113
6-31G length sum with r*phi added: 2.6e-11
mean sine of r,grad angle, 8 states: 0.0646 -> 0.0291
relative London-velocity gap: 0.5855 -> 0.0755
state 1, large basis, London: 12.936 1e-40 esu^2 cm^2
polarizability zz, field/response: 4.8976, 4.8975 a.u.
largest London derivative error: 1.2e-06 a.u.
```
